**Drain coupling of the barrier in a symmetric evanescent-mode transistor**

The program tests the result that the potential minimum rises with drain bias at the rate 1/[2 cosh(L/2λ)] in the small-bias limit, where L is the channel length and λ the scale length. It solves the one-mode differential equation by Chebyshev collocation, finds the minimum numerically, and asserts the slope, the curvature in bias, the motion of the minimum and the finite-bias formula. It also asserts the threshold shift at fixed barrier height and the failure of the symmetric formula for unequal ends. A two-dimensional finite-difference solution is compared with the one-mode coupling for mode-shaped ends and for equipotential ends. For a 20 nm silicon example the output gives λ = 3.88 nm and a coupling of 75.6 mV/V. Equipotential ends raise this to 86.0 mV/V, while junction charge, treated separately, lowers it to 65.5 mV/V. The program also estimates tunnelling, confinement energy and the peak lateral field.

## Check in Python

```python
"""Barrier coupling of a symmetric evanescent-mode transistor.
Result under test: d(u_min)/dV at V=0 equals 1/(2 cosh(L/(2 lam))).
u   : centre-line potential minus its long-channel value (V)
a   : value of u at the source end; the drain end is at a + V
L   : channel length (nm); lam : scale length (nm); s = L/lam
The barrier for electrons is at the minimum of u along the channel.
"""
import numpy as np
from numpy.polynomial import chebyshev as cheb
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve
from scipy.special import expit

# Rough typical inputs for a silicon fin device
L, t_body, t_ox = 20.0, 7.0, 1.0          # nm
eps_s, eps_ox = 11.7, 3.9                 # relative permittivities
a, temperature = 0.50, 300.0              # V, K
donors = 0.1                              # nm^-3, equal to 1e20 cm^-3
mass_dos, mass_light, mass_heavy = 1.08, 0.19, 0.916
VT = const.k * temperature / const.e


# ---------- scale length and vertical mode ----------
def matching(k):
    return (eps_s * np.sin(k * t_body / 2) * np.sin(k * t_ox)
            - eps_ox * np.cos(k * t_body / 2) * np.cos(k * t_ox))


k_mode = brentq(matching, 1e-6, np.pi / t_body, xtol=1e-14)
lam = 1 / k_mode
s = L / lam
half = t_body / 2
top = half + t_ox


def mode(y):
    oxide = (np.cos(k_mode * half) * np.sin(k_mode * (top - y))
             / np.sin(k_mode * t_ox))
    return np.where(y <= half, np.cos(k_mode * y), oxide)


def flat_end(y):
    """Equipotential body end, linear fall across the oxide gap."""
    return np.where(y <= half, 1.0, (top - y) / t_ox)


# ---------- direct solution of u'' = u, x in units of lam ----------
def solve_channel(ratio, left, right, n=36):
    nodes = cheb.chebpts1(n - 2)
    second = cheb.chebval(nodes, cheb.chebder(np.eye(n), 2)).T
    rows = (4 / ratio**2) * second - cheb.chebvander(nodes, n - 1)
    ends = cheb.chebvander(np.array([-1.0, 1.0]), n - 1)
    rhs = np.zeros(n)
    rhs[-2:] = left, right
    coef = np.linalg.solve(np.vstack([rows, ends]), rhs)
    return cheb.Chebyshev(coef, domain=[0, ratio])


def minimum(ratio, left, right):
    u = solve_channel(ratio, left, right)
    x = brentq(u.deriv(), 0, ratio, xtol=1e-13)
    return x, float(u(x))


def coupling(ratio):
    return 1 / (2 * np.cosh(ratio / 2))


def finite_bias_minimum(ratio, left, right):
    return np.sqrt(2 * left * right * np.cosh(ratio)
                   - left**2 - right**2) / np.sinh(ratio)


# Small-bias slope, curvature and shift of the minimum
worst_slope = 0.0
for r in (1.0, 2.0, s, 8.0):
    d = 2e-3
    xp, up = minimum(r, a, a + d)
    xm, um = minimum(r, a, a - d)
    x0, u0 = minimum(r, a, a)
    error = abs((up - um) / (2 * d) / coupling(r) - 1)
    worst_slope = max(worst_slope, error)
    assert error < 1e-4
    assert abs(x0 - r / 2) < 1e-8
    assert abs(u0 * np.cosh(r / 2) / a - 1) < 1e-9
    shift = -1 / (np.tanh(r / 2) * 2 * a)
    assert abs((xp - xm) / (2 * d) / shift - 1) < 1e-3
    d = 1e-2
    curve = (minimum(r, a, a + d)[1] - 2 * u0
             + minimum(r, a, a - d)[1]) / d**2
    expected = -1 / (4 * a * np.cosh(r / 2) * np.tanh(r / 2)**2)
    assert abs(curve / expected - 1) < 5e-3

# Finite bias and the bias at which the interior minimum is lost
for bias in (0.05, 0.3, 0.7, 2.0):
    direct = minimum(s, a, a + bias)[1]
    assert abs(direct / finite_bias_minimum(s, a, a + bias) - 1) < 1e-8
bias_limit = a * (np.cosh(s) - 1)
assert solve_channel(s, a, a + 0.99 * bias_limit).deriv()(0) < 0
assert solve_channel(s, a, a + 1.01 * bias_limit).deriv()(0) > 0

# Unequal ends at zero bias: the symmetric formula must fail
d, right = 1e-3, 0.7
slope_unequal = (minimum(s, a, right + d)[1]
                 - minimum(s, a, right - d)[1]) / (2 * d)
x_unequal = minimum(s, a, right)[0]
assert abs(slope_unequal * np.sinh(s) / np.sinh(x_unequal) - 1) < 1e-4
assert abs(slope_unequal / coupling(s) - 1) > 0.1


# Gate change that holds the barrier fixed when the drain bias changes
def absolute_minimum(gate, bias):
    return gate + minimum(s, a - gate, a + bias - gate)[1]


target = absolute_minimum(0.0, 0.0)
d = 2e-3
gate_shift = [brentq(lambda g: absolute_minimum(g, v) - target,
                     -0.05, 0.05, xtol=1e-13) for v in (d, -d)]
threshold_direct = (gate_shift[0] - gate_shift[1]) / (2 * d)
threshold_formula = -1 / (2 * (np.cosh(s / 2) - 1))
assert abs(threshold_direct / threshold_formula - 1) < 1e-3


# ---------- two-dimensional body and oxide ----------
def response_2d(length, end_profile, h=0.125):
    """Centre response to unit drain change, source and gates fixed."""
    nx = round(length / h) - 1
    ny = round(top / h)
    y = np.arange(ny) * h
    eps = np.where(y + h / 2 < half, eps_s, eps_ox)   # cell above node
    below = np.concatenate([[0.0], eps[:-1]])
    weight = (eps + below) / 2
    ky = diags([-eps[:-1], eps + below, -eps[:-1]], [-1, 0, 1])
    kx = diags([-np.ones(nx - 1), 2 * np.ones(nx), -np.ones(nx - 1)],
               [-1, 0, 1])
    matrix = kron(kx, diags([weight], [0])) + kron(identity(nx), ky)
    rhs = np.zeros((nx, ny))
    rhs[-1] = weight * end_profile(y)
    u = spsolve(matrix.tocsc(), rhs.ravel()).reshape(nx, ny)
    return u[(nx - 1) // 2, 0]


def weighted_integral(function):
    return (eps_s * quad(function, 0, half)[0]
            + eps_ox * quad(function, half, top)[0])


gamma = (weighted_integral(lambda y: float(mode(y) * flat_end(y)))
         / weighted_integral(lambda y: float(mode(y))**2))
full_mode_ends = response_2d(L, mode)
full_flat_ends = response_2d(L, flat_end)
assert abs(full_mode_ends / coupling(s) - 1) < 2e-3
assert abs(full_flat_ends / (gamma * coupling(s)) - 1) < 5e-3
longer = response_2d(L + 4, flat_end)
assert abs(longer / full_flat_ends
           / (coupling((L + 4) / lam) / coupling(s)) - 1) < 5e-3

# ---------- source depletion and carrier spill-over ----------
root_energy = np.arange(0, 9, 0.05)


def fermi_half(eta):
    """Normalized Fermi integral of order one half and its derivative."""
    f = expit(np.atleast_1d(eta)[:, None] - root_energy**2)
    w = 4 / np.sqrt(np.pi) * root_energy**2 * 0.05
    return f @ w, (f * (1 - f)) @ w


Nc = 2 * (2 * np.pi * mass_dos * const.m_e * const.k * temperature
          / const.h**2)**1.5 * 1e-27      # nm^-3
eta_source = brentq(lambda e: Nc * fermi_half(e)[0][0] - donors, -5, 15)
charge_factor = const.e / (eps_s * const.epsilon_0) * 1e9   # V nm


def midpoint_with_charge(end, h):
    """Symmetric device: half channel joined to 6 nm of doped source."""
    ns, nc = round(6 / h), round(L / 2 / h)
    index = np.arange(ns + nc + 1) - ns
    gated = np.where(index > 0, 1.0, np.where(index == 0, 0.5, 0.0))
    x = np.maximum(index * h, 0)
    u = end * np.cosh((L / 2 - x) / lam) / np.cosh(s / 2)
    for _ in range(100):
        f, df = fermi_half(eta_source + (u - end) / VT)
        residual = (-gated * u / lam**2
                    - charge_factor * (Nc * f - donors * (1 - gated)))
        residual[1:-1] += (u[2:] - 2 * u[1:-1] + u[:-2]) / h**2
        residual[-1] += 2 * (u[-2] - u[-1]) / h**2
        residual[0] = u[0] - end
        band = np.zeros((3, len(u)))
        band[0, 2:] = 1 / h**2
        band[1] = (-2 / h**2 - gated / lam**2
                   - charge_factor * Nc * df / VT)
        band[2, :-1] = 1 / h**2
        band[2, -2] = 2 / h**2
        band[1, 0], band[0, 1] = 1.0, 0.0
        step = solve_banded((1, 1), band, -residual)
        u = u + step
        if np.max(np.abs(step)) < 1e-10:
            return u[-1], u[ns]
    raise AssertionError("Poisson iteration did not converge")


def coupling_with_charge(h):
    d = 5e-3   # both ends move together; the drain supplies half
    return (midpoint_with_charge(a + d, h)[0]
            - midpoint_with_charge(a - d, h)[0]) / (4 * d)


charged = coupling_with_charge(0.05)
assert abs(coupling_with_charge(0.1) / charged - 1) < 0.01
u_mid_charged, u_end_charged = midpoint_with_charge(a, 0.05)

# ---------- tunnelling, confinement and lateral field ----------
u_min = a / np.cosh(s / 2)
barrier = a - u_min
x = np.linspace(0, L, 2001)
band_edge = a - a * np.cosh((x - L / 2) / lam) / np.cosh(s / 2)
kinetic = const.hbar**2 / (2 * const.m_e * const.e) * 1e18   # eV nm^2
energy = np.linspace(0, barrier, 1201)
action = np.array([2 * trapezoid(np.sqrt(np.maximum(band_edge - e, 0)
                   * mass_light / kinetic), x) for e in energy])
under = trapezoid(expit(-action) * np.exp((barrier - energy) / VT),
                  energy) / VT
confine = [kinetic * np.pi**2 / (m * t_body**2)
           for m in (mass_heavy, mass_light)]
peak_field = a * np.tanh(s / 2) / lam * 10


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Channel length L", L, "nm", 1)
show("Body thickness", t_body, "nm", 1)
show("Oxide thickness", t_ox, "nm", 1)
show("Relative permittivity, silicon", eps_s, "(none)", 1)
show("Relative permittivity, oxide", eps_ox, "(none)", 1)
show("End potential a", a, "V", 2)
show("Temperature", temperature, "K", 0)
show("Thermal voltage", VT * 1e3, "mV", 2)
show("Scale length lam", lam, "nm", 4)
show("L/lam", s, "(none)", 4)
show("cosh(L/2lam)", np.cosh(s / 2), "(none)", 4)
show("Minimum u at zero bias", u_min * 1e3, "mV", 2)
show("Barrier above source band edge", barrier, "eV", 4)
show("Barrier coupling, formula", coupling(s) * 1e3, "mV/V", 2)
print(f"Largest relative slope error in tests: {worst_slope:.1e} (none)")
show("Long-channel form exp(-L/2lam)", np.exp(-s / 2) * 1e3, "mV/V", 2)
show("Minimum shift per drain bias",
     -lam / (2 * a * np.tanh(s / 2)), "nm/V")
show("Threshold shift per drain bias", threshold_formula * 1e3, "mV/V", 2)
show("Bias where interior minimum is lost", bias_limit, "V", 2)
for bias in (0.05, 0.70):
    mean = (finite_bias_minimum(s, a, a + bias) - u_min) / bias
    show(f"Mean coupling from 0 to {bias:.2f} V", mean * 1e3, "mV/V", 2)
for length in (15.0, 30.0):
    show(f"Coupling at L = {length:.0f} nm",
         coupling(length / lam) * 1e3, "mV/V", 2)
show("Unequal ends: drain-end u", right, "V", 2)
show("Unequal ends: coupling", slope_unequal * 1e3, "mV/V", 2)
show("2D coupling, mode-shaped ends", full_mode_ends * 1e3, "mV/V", 2)
show("End-profile factor Gamma", gamma, "(none)", 4)
show("Gamma times formula", gamma * coupling(s) * 1e3, "mV/V", 2)
show("2D coupling, equipotential ends", full_flat_ends * 1e3, "mV/V", 2)
show("Source donor density / 1e20", donors * 10, "cm^-3", 2)
show("Density-of-states mass", mass_dos, "m_e", 2)
show("Source Fermi level above band edge", eta_source * VT, "eV", 4)
show("Coupling with junction charge", charged * 1e3, "mV/V", 2)
show("Junction u with charge", u_end_charged, "V", 4)
show("Midpoint u with charge", u_mid_charged * 1e3, "mV", 2)
show("Tunnelling mass", mass_light, "m_e", 2)
show("Under-barrier / classical over-barrier current", under, "(none)")
show("Confinement energy, heavy mass", confine[0] * 1e3, "meV", 1)
show("Heavy mass", mass_heavy, "m_e")
show("Confinement energy, light mass", confine[1] * 1e3, "meV", 1)
show("Peak lateral field, zero bias", peak_field, "MV/cm", 2)
show("Potential drop, barrier to drain, at 0.05 V",
     a + 0.05 - finite_bias_minimum(s, a, a + 0.05), "V", 4)
show("Potential drop, barrier to drain, at 0.70 V",
     a + 0.70 - finite_bias_minimum(s, a, a + 0.70), "V", 4)
print("OK")
```

Printed output:

```
Channel length L: 20.0 nm
Body thickness: 7.0 nm
Oxide thickness: 1.0 nm
Relative permittivity, silicon: 11.7 (none)
Relative permittivity, oxide: 3.9 (none)
End potential a: 0.50 V
Temperature: 300 K
Thermal voltage: 25.85 mV
Scale length lam: 3.8810 nm
L/lam: 5.1533 (none)
cosh(L/2lam): 6.6146 (none)
Minimum u at zero bias: 75.59 mV
Barrier above source band edge: 0.4244 eV
Barrier coupling, formula: 75.59 mV/V
Largest relative slope error in tests: 9.4e-06 (none)
Long-channel form exp(-L/2lam): 76.03 mV/V
Minimum shift per drain bias: -3.926 nm/V
Threshold shift per drain bias: -89.05 mV/V
Bias where interior minimum is lost: 42.75 V
Mean coupling from 0 to 0.05 V: 73.75 mV/V
Mean coupling from 0 to 0.70 V: 58.91 mV/V
Coupling at L = 15 nm: 141.81 mV/V
Coupling at L = 30 nm: 20.95 mV/V
Unequal ends: drain-end u: 0.70 V
Unequal ends: coupling: 63.61 mV/V
2D coupling, mode-shaped ends: 75.61 mV/V
End-profile factor Gamma: 1.1376 (none)
Gamma times formula: 85.99 mV/V
2D coupling, equipotential ends: 86.00 mV/V
Source donor density / 1e20: 1.00 cm^-3
Density-of-states mass: 1.08 m_e
Source Fermi level above band edge: 0.0638 eV
Coupling with junction charge: 65.50 mV/V
Junction u with charge: 0.4216 V
Midpoint u with charge: 63.49 mV
Tunnelling mass: 0.19 m_e
Under-barrier / classical over-barrier current: 0.288 (none)
Confinement energy, heavy mass: 8.4 meV
Heavy mass: 0.916 m_e
Confinement energy, light mass: 40.4 meV
Peak lateral field, zero bias: 1.27 MV/cm
Potential drop, barrier to drain, at 0.05 V: 0.4707 V
Potential drop, barrier to drain, at 0.70 V: 1.0832 V
OK
```
